# Linear roughening with fourth-order smoothing: growing slope and two exponents: test program

```python
"""
Result under test: for h_t = -K h_xxxx + noise in one dimension, flat start,
noise correlation 2 D delta(x-x') delta(t-t'), and xi = (2 K t)^(1/4):
  mean-square slope  s2 = Gamma(3/4) D xi / (pi K), growing as t^(1/4)
  squared width      W2 = Gamma(1/4) D xi^3 / (3 pi K)
  height difference  G(r) = s2 r^2 - D r^3/(6 K) + bounded remainder, r << xi
so the local roughness exponent is 1 while the global exponent is 3/2.
Reduced quantities: rho = r/xi, u = q xi, g = G K/(D xi^3).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import gamma

# Composite Gauss-Legendre quadrature on 0 < u < U_MAX; tails added analytically
U_MAX = 400.0
edges = np.linspace(0.0, U_MAX, 4001)
node, weight = np.polynomial.legendre.leggauss(10)
half = 0.5 * (edges[1] - edges[0])
u = (0.5 * (edges[1:] + edges[:-1])[:, None] + half * node).ravel()
du = np.tile(half * weight, len(edges) - 1)
growth = -np.expm1(-u**4)

SLOPE = gamma(0.75) / np.pi
WIDTH = gamma(0.25) / (3 * np.pi)
QUARTIC = gamma(1.25) / (12 * np.pi)


def g_reduced(rho):
    """Height-difference function by direct quadrature."""
    body = np.sum(du * 2 * np.sin(rho * u / 2)**2 * growth / u**4)
    return 2 / np.pi * (body + 1 / (3 * U_MAX**3))


def window_reduced(length):
    """Variance inside a window, from its spectral filter."""
    filt = 1 - np.sinc(length * u / (2 * np.pi))**2
    return (np.sum(du * filt * growth / u**4) + 1 / (3 * U_MAX**3)) / np.pi


def local_exponent(rho):
    ratio = g_reduced(1.01 * rho) / g_reduced(0.99 * rho)
    return np.log(ratio) / (2 * np.log(1.01 / 0.99))


# Prefactors of slope and width
slope_quad = (np.sum(du * growth / u**2) + 1 / U_MAX) / np.pi
width_quad = (np.sum(du * growth / u**4) + 1 / (3 * U_MAX**3)) / np.pi
assert abs(slope_quad / SLOPE - 1) < 1e-7
assert abs(width_quad / WIDTH - 1) < 1e-7

# Short-distance expansion with its rigorous remainder bounds
for rho in (0.1, 0.3, 1.0):
    bound = QUARTIC * rho**4
    rest = g_reduced(rho) - SLOPE * rho**2 + rho**3 / 6
    assert 0 < rest < 1.001 * bound  # 0.001 allows for the quadrature tail
    second = 4 * g_reduced(rho) - g_reduced(2 * rho)
    deficit = 2 * rho**3 / 3 - second
    assert 0 < deficit < 1.001 * 12 * bound
for length in (0.3, 1.0):
    rest = window_reduced(length) - SLOPE * length**2 / 12 + length**3 / 120
    assert 0 < rest < 1.001 * QUARTIC * length**4 / 30
assert abs(g_reduced(20.0) / (2 * WIDTH) - 1) < 1e-3
exponent_small = local_exponent(0.02)
assert abs(exponent_small - 1) < 0.01


def second_difference(rho):
    return 4 * g_reduced(rho) - g_reduced(2 * rho)


exponent_tilt_free = 0.5 * np.log2(second_difference(0.1)
                                  / second_difference(0.05))
assert abs(exponent_tilt_free - 1.5) < 0.04  # finite rho shifts it slightly


# Contrast: second-order smoothing has no finite continuum slope
def g_second_order(rho):
    body = np.sum(du * 2 * np.sin(rho * u / 2)**2 * -np.expm1(-u**2) / u**2)
    return 2 / np.pi * (body + 1 / U_MAX)


exponent_second_order = 0.5 * np.log2(g_second_order(0.1)
                                     / g_second_order(0.05))
assert abs(exponent_second_order - 0.5) < 0.03


# Real-space lattice dynamics, with K = D = lattice spacing = 1
def smoothing_matrix(sites):
    eye = np.eye(sites)
    lap = np.roll(eye, 1, axis=0) + np.roll(eye, -1, axis=0) - 2 * eye
    return lap @ lap


sites, xi_end, doublings = 256, 24.0, 32
matrix = smoothing_matrix(sites)
tau = 0.5 * xi_end**4 / 2**doublings
propagator = expm(-matrix * tau)
covariance = 2 * tau * (np.eye(sites) - tau * matrix)
lattice_slopes, lattice_widths = [], []
for step in range(doublings + 1):
    if step in (doublings - 4, doublings):
        lattice_slopes.append(2 * (covariance[0, 0] - covariance[0, 1]))
        lattice_widths.append(covariance[0, 0])
    if step < doublings:
        covariance = propagator @ covariance @ propagator.T + covariance
        propagator = propagator @ propagator
slope_error = lattice_slopes[1] / (SLOPE * xi_end) - 1
width_error = lattice_widths[1] / (WIDTH * xi_end**3) - 1
slope_time_exponent = np.log(lattice_slopes[1] / lattice_slopes[0]) / np.log(16)
width_time_exponent = np.log(lattice_widths[1] / lattice_widths[0]) / np.log(256)
assert abs(slope_error) < 0.01 and abs(width_error) < 0.01
assert abs(slope_time_exponent - 0.25) < 0.005
assert abs(width_time_exponent - 0.375) < 0.005
for r in (5, 12, 40):
    lattice_g = 2 * (covariance[0, 0] - covariance[0, r])
    assert abs(lattice_g / (xi_end**3 * g_reduced(r / xi_end)) - 1) < 0.01

# Stationary state on finite rings, uniform mode removed
saturated = []
for ring in (64, 128):
    stationary = np.linalg.pinv(smoothing_matrix(ring), rcond=1e-10,
                                hermitian=True)
    ring_slope = 2 * (stationary[0, 0] - stationary[0, 1])
    assert abs(stationary[0, 0] / (ring**3 / 720) - 1) < 0.005
    assert abs(ring_slope / (ring / 12) - 1) < 0.005
    saturated.append(stationary[0, 0])
global_exponent = 0.5 * np.log2(saturated[1] / saturated[0])
assert abs(global_exponent - 1.5) < 0.005

# Worked example: width-averaged height along a silicon ridge (nm, s, eV, K)
a0 = const.physical_constants["lattice parameter of silicon"][0] * 1e9
atom_volume = a0**3 / 8
spacing = a0 / np.sqrt(2)
rate, ridge, K, temperature, surface_energy = 1.0, 10.0, 1.0, 700.0, 8.0
D = atom_volume * rate / (2 * ridge)
kT = const.k * temperature / const.e

# Shot-noise strength from randomly placed atoms
rng = np.random.default_rng(7)
cells, cell_length, deposit_time = 20000, 2.0, 0.05
atoms = int(cells * cell_length * ridge * rate * deposit_time / atom_volume)
counts = np.bincount((rng.random(atoms) * cells).astype(int), minlength=cells)
heights = counts * atom_volume / (ridge * cell_length)
noise_ratio = heights.var() / (2 * D * deposit_time / cell_length)
assert abs(noise_ratio - 1) < 0.05  # sampling error is about 0.01

print("Lattice test: slope relative error =", f"{slope_error:.2e}")
print("Lattice test: width relative error =", f"{width_error:.2e}")
print("Time exponent of mean-square slope =", f"{slope_time_exponent:.4f}")
print("Time exponent of rms width =", f"{width_time_exponent:.4f}")
print("Local exponent at r/xi = 0.02:", f"{exponent_small:.4f}")
print("Global exponent from ring size =", f"{global_exponent:.4f}")
print("Exponent after tilt removal =", f"{exponent_tilt_free:.4f}")
print("Local exponent, second-order smoothing =",
      f"{exponent_second_order:.4f}")
print("Slope prefactor Gamma(3/4)/pi =", f"{SLOPE:.5f}")
print("Width prefactor Gamma(1/4)/(3 pi) =", f"{WIDTH:.5f}")
print("Shot noise, sampled/formula =", f"{noise_ratio:.4f}")
print("Growth rate =", rate, "nm/s; ridge width =", ridge, "nm")
print("K =", K, "nm^4/s; temperature =", temperature, "K")
print("Surface energy =", surface_energy, "eV/nm^2")
print("Atomic volume =", f"{atom_volume:.5f} nm^3")
print("Surface lattice spacing =", f"{spacing:.4f} nm")
print("D =", f"{D:.4e} nm^3/s")
for time in (10.0, 100.0, 1000.0):
    xi = (2 * K * time)**0.25
    s2 = SLOPE * D * xi / K
    width = np.sqrt(WIDTH * D * xi**3 / K)
    difference = np.sqrt(D * xi**3 / K * g_reduced(1 / xi))
    print(f"t = {time:.0f} s: xi = {xi:.3f} nm, s2 = {s2:.3e}")
    print(f"  rms slope = {np.sqrt(s2):.4f}, rms width = {width:.4f} nm")
    print(f"  rms height difference at 1 nm = {difference:.4f} nm")
print("Film thickness at last time =", f"{rate * time:.0f} nm")
print("Local exponent at r = 1 nm, last time =", f"{local_exponent(1/xi):.4f}")

# Neglected effects, all at the last time
thermal_length = kT / (surface_energy * ridge)
allowed = u < np.pi * xi / spacing
for r in (1.0, 3.0):
    thermal_sum = np.sum((du * 2 * np.sin(r * u / (2 * xi))**2
                          * growth / u**2)[allowed])
    thermal_g = thermal_length * xi * 2 / np.pi * thermal_sum
    shot_g = D * xi**3 / K * g_reduced(r / xi)
    print(f"Thermal/shot height difference squared, r = {r:.0f} nm:",
          f"{thermal_g / shot_g:.3f}")
thermal_slope = thermal_length / np.pi / xi * np.sum((du * growth)[allowed])
thermal_width2 = thermal_length * xi * SLOPE
print("Thermal/shot mean-square slope, lattice cutoff:",
      f"{thermal_slope / s2:.3f}")
print("Thermal/shot squared width =", f"{thermal_width2 / width**2:.3f}")
cutoff_loss = spacing / (np.pi * gamma(0.75) * xi)
print("Fraction of s2 beyond lattice cutoff =", f"{cutoff_loss:.4f}")
modes = np.arange(1, int(ridge / spacing) + 1)
cross_slope = D / K * np.sum(ridge / (4 * np.pi * modes))
print("Cross-ridge modes/averaged profile, s2 ratio =",
      f"{cross_slope / s2:.3f}")
nonlinear = rate * spacing**2 * s2 * xi**2 / (K * width)
print("Conserved nonlinear/linear term, estimate =", f"{nonlinear:.3f}")


def slope_with_current(epsilon):
    """Reduced slope with an added second-order term; epsilon < 0 is uphill."""
    damping = epsilon * u**2 + u**4
    return (np.sum(du * u**2 * -np.expm1(-damping) / damping)
            + 1 / U_MAX) / np.pi


epsilon_ten = brentq(lambda e: slope_with_current(e) / SLOPE - 1.1, -3, -1e-6)
current_length = -epsilon_ten * K / (rate * xi**2)
print("Uphill current/(rate*slope) raising s2 by 10% =",
      f"{current_length:.5f} nm")
print("That length/lattice spacing =", f"{current_length / spacing:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Lattice test: slope relative error = -1.51e-05
Lattice test: width relative error = -4.52e-04
Time exponent of mean-square slope = 0.2502
Time exponent of rms width = 0.3748
Local exponent at r/xi = 0.02: 0.9957
Global exponent from ring size = 1.4987
Exponent after tilt removal = 1.4839
Local exponent, second-order smoothing = 0.4904
Slope prefactor Gamma(3/4)/pi = 0.39006
Width prefactor Gamma(1/4)/(3 pi) = 0.38469
Shot noise, sampled/formula = 1.0176
Growth rate = 1.0 nm/s; ridge width = 10.0 nm
K = 1.0 nm^4/s; temperature = 700.0 K
Surface energy = 8.0 eV/nm^2
Atomic volume = 0.02002 nm^3
Surface lattice spacing = 0.3840 nm
D = 1.0012e-03 nm^3/s
t = 10 s: xi = 2.115 nm, s2 = 8.259e-04
  rms slope = 0.0287, rms width = 0.0604 nm
  rms height difference at 1 nm = 0.0259 nm
t = 100 s: xi = 3.761 nm, s2 = 1.469e-03
  rms slope = 0.0383, rms width = 0.1431 nm
  rms height difference at 1 nm = 0.0362 nm
t = 1000 s: xi = 6.687 nm, s2 = 2.612e-03
  rms slope = 0.0511, rms width = 0.3394 nm
  rms height difference at 1 nm = 0.0495 nm
Film thickness at last time = 1000 nm
Local exponent at r = 1 nm, last time = 0.9674
Thermal/shot height difference squared, r = 1 nm: 0.268
Thermal/shot height difference squared, r = 3 nm: 0.099
Thermal/shot mean-square slope, lattice cutoff: 0.739
Thermal/shot squared width = 0.017
Fraction of s2 beyond lattice cutoff = 0.0149
Cross-ridge modes/averaged profile, s2 ratio = 1.176
Conserved nonlinear/linear term, estimate = 0.051
Uphill current/(rate*slope) raising s2 by 10% = 0.00808 nm
That length/lattice spacing = 0.0210
ALL CHECKS PASSED
```
